Alloy scattering in a silicon well with random SiGe barriers

**Problem**

A silicon layer of width L lies between two thick barriers of random Si(1-x)Ge(x). Electrons occupy the lowest subband. The well is flat and symmetric, and the averaged barrier has height V0. An electron has in-plane mass m_t and confinement mass m_z, with m_z the same in well and barrier. Its real envelope ζ(z) satisfies ∫ζ²dz = 1.

Each barrier site independently carries Ge with probability x. A Ge atom raises the potential by ΔU over one atomic volume Ω0 = a³/8, where a is the cubic lattice constant. Use the Born approximation, without screening or scattering between valleys.

(a) Find the alloy scattering rate and mobility for a given envelope.

(b) Express the rate through the probability P of finding the electron in the barriers. Treat unequal barriers as well.

(c) Solve the symmetric well. How does the rate vary with P when the width is changed, and when the barrier height is changed? Examine deep and very narrow wells.

(d) Evaluate the mobility for a = 0.54 nm, m_z = 0.9 m0, m_t = 0.2 m0, x = 0.3, ΔU = 0.5 eV and L = 30 atomic planes, with m0 the free-electron mass. Take V0 = xΔU. Examine the effects of width and composition.

(e) Decide whether the barrier may be treated as a continuum, and compare the model with real wells.

**Solution**

**(a) From random atoms to a rate**

Let c_i = 1 if barrier site i holds Ge and c_i = 0 if it holds Si. The average potential already belongs to the barrier that determines ζ. Scattering comes from the deviation from that average:

δV(r) = ΔU Ω0 Σ_i (c_i - x) δ(r - R_i).

The delta function replaces a potential confined to one atomic volume. This is justified when the envelope changes little across that volume, a condition examined in part (e).

Write the position as r = (ρ, z), with ρ in the plane, and let the normalization area be A. The subband states are

ψ_k(r) = A^(-1/2) exp(ik·ρ) ζ(z).

For a transition from k to k′, with q = k′ - k, the matrix element is

M_q = (ΔU Ω0/A) Σ_i (c_i - x) ζ²(z_i) exp(-iq·ρ_i).

One factor ζ comes from the initial state and one from the final state, so each atom enters with the density ζ². Squaring gives a double sum over sites i and j. Independence of the sites removes the terms with i ≠ j, because each deviation has zero mean. For i = j, the identity c_i² = c_i gives

⟨(c_i - x)²⟩ = x - 2x² + x² = x(1-x).

The phases cancel in these remaining terms:

⟨|M_q|²⟩ = x(1-x)(ΔU Ω0/A)² Σ_i ζ⁴(z_i).

There is one site per volume Ω0. In the continuum limit the sum over sites becomes (A/Ω0)∫dz over the barriers, and

⟨|M_q|²⟩ = x(1-x) ΔU² Ω0 I4/A,

I4 = ∫_barriers ζ⁴(z) dz.

It is thus the square of the evanescent density that matters. The result does not depend on q: uncorrelated atoms scatter equally in all in-plane directions.

The momentum relaxation rate follows from the golden rule, with φ the scattering angle:

1/τ = (2π/ħ) Σ_k′ ⟨|M_q|²⟩ (1 - cos φ) δ(E_k′ - E_k).

The final states have the same spin and valley. With E = ħ²k²/(2m_t), their density per unit area is

∫ d²k′/(2π)² δ(E_k′ - E_k) = (1/2π)(m_t/ħ²) = m_t/(2πħ²).

The cosine averages to zero, so the transport rate equals the total scattering rate. Multiplying the factors gives

1/τ = (2π/ħ) · [x(1-x)ΔU²Ω0 I4/A] · [A m_t/(2πħ²)]

and therefore

1/τ = m_t x(1-x) ΔU² Ω0 I4/ħ³.

The area has cancelled. Neither the matrix element nor the density of states depends on energy, so within one subband τ is independent of energy. The mobility is then

μ = eτ/m_t,

without a thermal average over different lifetimes. If a second, equivalent valley were reached with the same mean squared matrix element, the number of final states, and hence the rate, would double.

**(b) The role of penetration**

Consider barrier j and let s ≥ 0 be the distance from its interface. The bound state decays there as

ζ²(s) = ζ_j² exp(-2κ_j s),

where ζ_j is the interface amplitude. The probability and the squared-density integral on this side are

P_j = ∫₀^∞ ζ_j² exp(-2κ_j s) ds = ζ_j²/(2κ_j),

I_j = ∫₀^∞ ζ_j⁴ exp(-4κ_j s) ds = ζ_j⁴/(4κ_j).

Substituting ζ_j² = 2κ_jP_j into the second expression gives I_j = κ_jP_j². Hence, for any two thick, constant barriers,

I4 = κ_1P_1² + κ_2P_2².

In the symmetric well each side holds P/2 and both decay constants equal κ. Then

I4 = 2κ(P/2)² = κP²/2,

1/τ = m_t x(1-x) ΔU² Ω0 κP²/(2ħ³).

At fixed κ the rate is quadratic in P. It is not a function of P alone, because κ states how tightly the penetrating charge is concentrated.

Counting atoms gives the physical reason. The effective thickness sampled by the tails is P²/I4 = 2/κ, so they average over N = 2A/(κΩ0) atoms. In these terms

⟨|M_q|²⟩ = x(1-x) ΔU² P²/N.

The factor P² is the squared weight of the electron in the alloy, and 1/N is the usual reduction of a variance by averaging. A shorter tail samples fewer atoms and averages less well.

The distribution between the sides matters too. If the same P is placed entirely in one barrier with the same κ, then I4 = κP², twice the symmetric value. An electric field that pushes the electron towards one interface therefore removes some of this averaging, besides changing P itself.

**(c) The symmetric finite well**

The even ground state is

ζ = C cos(kz) for |z| < L/2,

ζ = B exp[-κ(|z| - L/2)] for |z| > L/2.

Let θ = kL/2. Since the mass is the same on both sides, ζ and its derivative are continuous at the interface:

B = C cos θ,  kC sin θ = κB.

Division gives κ = k tan θ. The energy E measured from the well bottom satisfies k² = 2m_zE/ħ² and κ² = 2m_z(V0 - E)/ħ². Their sum is

k² + κ² = k0²,  k0² = 2m_zV0/ħ².

Inserting κ = k tan θ gives k²/cos²θ = k0², so

k = k0 cos θ,  κ = k0 sin θ,  θ = (k0L/2) cos θ.

The last equation has one root between 0 and π/2, because its left side rises and its right side falls.

For the normalization, the well contributes

C² ∫ cos²(kz) dz = C²[L/2 + sin θ cos θ/k],

and the two tails contribute B²/κ = C² cos³θ/(k sin θ). The terms other than L/2 combine:

sin θ cos θ/k + cos³θ/(k sin θ) = cos θ/(k sin θ) = 1/κ.

Thus C²(L/2 + 1/κ) = 1. Since κL/2 = θ tan θ,

P = B²/κ = cos²θ/(1 + κL/2) = cos²θ/(1 + θ tan θ).

With κ = k0 sin θ, this fixes I4 = κP²/2 completely.

*Deep well.* For k0L ≫ 1 the root approaches π/2. Put θ = π/2 - ε, so that cos θ ≈ ε. The root equation becomes

π/2 - ε = (k0L/2)ε,  ε = π/(k0L + 2).

Also tan θ ≈ 1/ε, so θ tan θ ≈ (π/2 - ε)/ε = k0L/2. Hence

P ≈ ε²/(1 + k0L/2) = 2π²/(k0L + 2)³,  κ ≈ k0.

To leading order the 2 beside k0L can be dropped:

P ≈ 2π²/(k0L)³,  I4 ≈ 2π⁴/(k0⁵L⁶).

If L changes at fixed V0, then P ∝ L⁻³ and I4 ∝ L⁻⁶, so I4 ∝ P². If V0 changes at fixed L, then k0 ∝ V0^(1/2), giving P ∝ V0^(-3/2) and I4 ∝ V0^(-5/2). Eliminating V0 yields I4 ∝ P^(5/3). The exponent is smaller because lowering the barrier increases P but also lengthens the tail, which improves the averaging.

*Finite well.* The local exponent n = d ln I4/d ln P equals 2 + d ln κ/d ln P. Differentiating P gives

d ln P/dθ = -D,

D = 2 tan θ + (tan θ + θ/cos²θ)/(1 + θ tan θ).

At fixed k0, d ln κ/dθ = cot θ. At fixed L, the relation k0 = 2θ/(L cos θ) adds 1/θ + tan θ to this derivative. Therefore

n_L = 2 - cot θ/D  (width varied),

n_V = 2 - (1/θ + tan θ + cot θ)/D  (height varied).

*Very narrow well.* As L → 0, θ ≈ k0L/2, so P → 1 while κ ≈ k0θ ≈ k0²L/2 → 0. Then

I4 ≈ k0²L/4 → 0.

The electron is almost wholly in the alloy, yet its density is spread so thinly that the fluctuations average out. Since I4 also vanishes for large L, it has a maximum between the limits. More penetration does not necessarily mean more scattering.

**(d) Numerical example**

The plane spacing is d = a/4 = 0.135 nm, so L = 30d = 4.05 nm. The atomic volume is 0.01968 nm³. The choice V0 = xΔU = 0.15 eV makes the same site potential supply both the mean barrier and its fluctuations. It is a closure of the model; in a strained structure the two energies need not be related this way.

These inputs give k0 = 1.882 nm⁻¹ and k0L = 7.62. Solving the root equation numerically gives θ = 1.2396, and from it

E = V0 cos²θ = 15.9 meV,

κ = k0 sin θ = 1.780 nm⁻¹,

P = 0.02297.

The electron spends about 2.3% of its probability in the alloy. The deep-well formula gives P = 0.0221, about 4% below the full solution. The squared-density integral is

I4 = ½ × 1.780 × (0.02297)² = 4.69×10⁻⁴ nm⁻¹.

The scattering strength, defined as A⟨|M_q|²⟩, is

0.3 × 0.7 × (0.5)² × 0.01968 × 4.69×10⁻⁴ = 4.85×10⁻⁷ eV² nm².

From the definition of k0,

m_t/ħ² = (m_t/m_z) k0²/(2V0) = 2.62 eV⁻¹ nm⁻².

The product of the last two numbers is ħ/τ = 1.27×10⁻⁶ eV. Dividing by ħ gives

1/τ = 1.93×10⁹ s⁻¹,  τ = 0.52 ns,

μ = eτ/m_t = 4.5×10⁶ cm²/(V s).

This is the mobility that alloy disorder alone would permit in the continuum model.

The local exponents at this θ are n_L = 1.96 and n_V = 1.55. The first is close to its deep-well value of 2. The second is still visibly below 5/3.

*Changing the width.* Keep V0, x and ΔU fixed:

L = 2.70 nm: P = 0.0588, μ = 7.3×10⁵ cm²/(V s)
L = 4.05 nm: P = 0.0230, μ = 4.5×10⁶ cm²/(V s)
L = 5.40 nm: P = 0.0112, μ = 1.9×10⁷ cm²/(V s)
L = 8.10 nm: P = 0.0039, μ = 1.5×10⁸ cm²/(V s)

Halving the width from 5.40 to 2.70 nm raises the rate by a factor of 25. The leading L⁻⁶ law would give 64. The difference comes mainly from the penetration length: replacing L by L + 2/k0, as the deep-well formula requires, gives a factor of 26.

The maximum of I4, located numerically for this barrier, is at L = 0.39 nm and P = 0.79. That is about three atomic planes, where a smooth envelope in a sharply defined well is unreliable. The maximum is a property of the model and not a prediction for such a layer.

*Changing the composition.* Keep L = 4.05 nm and ΔU = 0.5 eV, and let V0 = xΔU:

x = 0.2: P = 0.0371, 1/τ = 3.1×10⁹ s⁻¹
x = 0.3: P = 0.0230, 1/τ = 1.9×10⁹ s⁻¹
x = 0.4: P = 0.0161, 1/τ = 1.3×10⁹ s⁻¹

With these abrupt interfaces, adding Ge reduces the scattering in this range. From x = 0.2 to 0.4 the occupation variance x(1-x) grows by a factor of 1.5, but I4 falls to 0.28 of its initial value. The rate therefore falls to 0.41. The higher barrier expels the electron faster than the disorder grows. In the leading deep-well limit this competition gives

1/τ ∝ x(1-x) x^(-5/2) = (1-x)x^(-3/2).

The conclusion depends on the closure V0 = xΔU. If V0 were held fixed while x changed, the rate would follow x(1-x) and would increase up to x = 1/2.

**(e) Atomic planes and real wells**

The squared density decays over 1/(4κ) = 0.14 nm, about one plane spacing, so the continuum integral needs scrutiny. Put each interface midway between the last silicon plane and the first alloy plane. The alloy planes then lie at s = (n + ½)d, with n = 0, 1, 2, and so on. On each side the integral of exp(-4κs) is replaced by

d Σ_n exp[-4κ(n + ½)d] = d exp(-2κd)/[1 - exp(-4κd)] = d/[2 sinh(2κd)].

Relative to the continuum value 1/(4κ), the correction factor is

f = 2κd/sinh(2κd) = 0.963.

The rate becomes 1.86×10⁹ s⁻¹ and the mobility 4.7×10⁶ cm²/(V s). The small correction depends on the midpoint convention. If the first alloy plane is moved to s = d, with the envelope held fixed, every term acquires another factor exp(-2κd) = 0.62, and f becomes 0.60. This overstates the effect, because the same planes supply the mean barrier. Moving them outward widens the well by d, and the envelope follows. Solving the well again with L + d lowers I4 by a factor of 0.855, which gives f ≈ 0.82. 
The delta function used in part (a) also needs a check. Take the atomic volume as a cube of side a/2 = 0.27 nm. Across it ζ falls by the factor exp(-κa/2) = 0.62, which is not a small change. Averaging exp(-2κs) over the cube, instead of taking its value at the centre, multiplies each site's matrix element by sinh(κa/2)/(κa/2) = 1.04, and the rate by about 1.08. This estimate also uses the exponential in the quarter of the first cube that reaches into the well.

For abrupt interfaces the continuum formula thus gives the scale and the trends, but shifting both interfaces by half a plane changes the rate by about 15%, so a precise mobility needs their position to better than that.

Real interfaces can be graded over several planes, which places Ge where the electron density is larger. Let the Ge fraction follow a logistic step centred on each nominal interface, with a 10–90% width of 1 nm, and let the mean potential be ΔU times the local fraction. Integrating the local variance times ζ⁴ then gives a mobility of about 5×10⁵ cm²/(V s) for the well of part (d), roughly nine times lower than for abrupt interfaces. The composition trend also reverses: from x = 0.2 to 0.4 the rate now rises by a factor of about 1.2. This reversal needs a 10–90% width above about 0.7 nm; for sharper steps the rate still falls with x. Widening the well still reduces the scattering strongly.

Real strained-silicon wells between SiGe barriers can have widths of several nanometres and Ge fractions near 0.3, so those inputs are realistic. Low-temperature mobilities of roughly 10⁵ to 10⁶ cm²/(V s) are found in such wells. The value calculated here is higher, as a limit from one mechanism may be: charged impurities, interface roughness and phonons have been left out. The effective ΔU is also uncertain, and doubling it at fixed V0 would quadruple the rate. Screening by the electron gas, likewise omitted, is not a small correction. In the static random-phase approximation, with two valleys and a dielectric constant of 11.7, it lowers the intravalley rate in this well by a factor of about 17 at a density of 10¹² cm⁻² and about 170 at 10¹¹ cm⁻². Scattering between valleys involves a large wave vector, is hardly screened, and could then dominate. The mobilities given here are unscreened intravalley values and should not be matched directly to measurements.

The result is also very sensitive to the assumption that the well contains no Ge. Suppose that a uniform fraction y = 0.01 has entered it, and keep the envelope fixed. The well holds probability 1 - P, so the Cauchy–Schwarz inequality gives

∫_well ζ⁴ dz ≥ (1-P)²/L = 0.236 nm⁻¹.

The ratio of the added rate to the original barrier rate is then at least

[0.01 × 0.99 × 0.236]/[0.3 × 0.7 × 4.69×10⁻⁴] ≈ 24.

In this unscreened model, one percent of Ge inside the well would lower the alloy-limited mobility to at most about 1.8×10⁵ cm²/(V s). The small barrier contribution governs alloy scattering only if the well is much purer than this. Under that condition, with the barrier fixed and L well above the narrow-well maximum, widening a flat well is an effective way to suppress it.

Gated or doped wells are usually not flat. A vertical field holds the electron against one interface, and once the field rather than the far barrier sets the extent of the envelope, further widening hardly helps. With the parameters of part (d) and a field of 5 MV/m, the same model gives a mobility of about 1.3×10⁷ cm²/(V s) at both L = 8.1 nm and L = 12.15 nm.
